Thermally Stimulated Depolarization of One Debye Process and Its Peak Condition

**1. What a peak temperature does not tell**

A dielectric is polarized while warm, cooled with the field on, short-circuited and then heated steadily. The current released by the returning dipoles passes through a maximum. It is tempting to read the temperature of that maximum as a property of the material. For the model dielectric treated below, the maximum lies at 204.6 K when the heating rate is 0.10 K/s and at 214.2 K when it is 0.50 K/s. Read as transition temperatures, the two runs would describe two different materials. Nor does it help to suppose that the relaxation time has some fixed value at every maximum: equal relaxation times at two temperatures would contradict thermal activation. What is missing is the relation between the relaxation time at the peak and the heating rate.

**2. The rate law in short circuit**

Let the dielectric fill the space between two parallel electrodes. Its slow polarization P is uniform and normal to them. There is no free charge inside the dielectric and no conduction through it. The letter F denotes the electric field, E an activation energy, and k Boltzmann's constant. The displacement is

D = ε₀ε∞F + P, (1)

where ε∞ contains every polarization that follows the field without noticeable delay. With no free charge inside, D is uniform and equals the free charge per area on the positive electrode. Since P is uniform too, so is F, and a short circuit, which makes the voltage zero, makes F zero everywhere. The electrode then carries the charge density P. As P decays, this charge leaves through the external circuit. Counting the outflow as positive,

J = −dD/dt = −dP/dt. (2)

The charging current flowed the other way, since D was then growing.

A Debye process approaches equilibrium at a rate proportional to its distance from equilibrium:

dP/dt = (P_eq − P)/τ(T). (3)

A two-site model shows where this comes from at zero field. Let n₊ and n₋ be the densities of dipoles with moments +μ and −μ along the normal, and let each dipole reverse at the rate w. Then dn₊/dt = −wn₊ + wn₋, and dn₋/dt is the negative of this. With P = μ(n₊ − n₋),

dP/dt = 2μ(−wn₊ + wn₋) = −2wP. (4)

This is (3) with P_eq = 0 and τ = 1/(2w). If reversal requires crossing a barrier E with w = ν exp(−E/kT), then

τ(T) = τ₀ exp(E/kT), τ₀ = 1/(2ν). (5)

From here on E > 0, and τ₀ is independent of temperature. The second assumption affects the result and is relaxed in section 8. In short circuit, (2) and (3) give

dP/dt = −P/τ(T), J = P/τ(T). (6)

The current is a product of two factors with opposite trends. Heating raises the rate 1/τ, while the polarization still available falls.

**3. The current during linear heating**

Let the temperature be T = T₀ + βt with β > 0, and let P = P₀ > 0 at t = 0. Dividing (6) by P and using dt = dT/β gives

dP/P = −dT/[βτ(T)]. (7)

Integration from T₀ to T gives

ln[P(T)/P₀] = −(1/β) ∫_{T₀}^{T} dT′/τ(T′). (8)

Exponentiating and inserting P into J = P/τ yields the depolarization current:

J(T) = [P₀/τ(T)] exp{−(1/β) ∫_{T₀}^{T} dT′/τ(T′)}. (9)

The integral has a closed form. Put u = E/(kT′), so that T′ = E/(ku) and dT′ = −E du/(ku²). As T′ runs from 0 to T, u runs from infinity down to x = E/(kT). The minus sign reverses the limits:

∫₀^T dT′/τ(T′) = [E/(kτ₀)] ∫ₓ^∞ e^{−u}u⁻² du. (10)

The exponential integral of order two is E₂(x) = ∫₁^∞ e^{−xs}s⁻² ds; the subscript distinguishes it from the energy E. Substituting u = xs in (10) gives du = x ds and u⁻² = x⁻²s⁻², hence

∫₀^T dT′/τ(T′) = [E/(kτ₀)] E₂(x)/x. (11)

The integral in (9) is the value of (11) at T minus its value at T₀.

The released charge follows without this formula. Since J = −dP/dt, its time integral is P₀ − P(end). If heating continues until P is negligible, the area under J against time is P₀. If J is plotted against T, the area must be divided by β, because dt = dT/β.

**4. Proof of the peak condition**

The current is positive, so J and ln J have their maxima at the same temperature. From (9),

ln J = ln P₀ − ln τ(T) − (1/β) ∫_{T₀}^{T} dT′/τ(T′). (12)

By (5), ln τ = ln τ₀ + E/(kT), so d ln τ/dT = −E/(kT²). The derivative of the integral with respect to its upper limit is the integrand. Therefore

d ln J/dT = E/(kT²) − 1/[βτ(T)]. (13)

At an interior maximum Tm this derivative is zero. Equating the two terms and taking reciprocals gives

βτ(Tm) = kTm²/E. (14)

It remains to show that such a point exists, that it is unique and that it is a maximum. Write (13) as

d ln J/dT = (1/τ)[h(T) − 1/β], h(T) = Eτ(T)/(kT²). (15)

The function h tends to infinity as T → 0, because the exponential in τ outgrows T², and it tends to zero as T → ∞. Moreover,

d ln h/dT = −E/(kT²) − 2/T < 0. (16)

Thus h falls steadily and equals 1/β at one temperature, Tm. Below it the bracket in (15) is positive and the current rises; above it the bracket is negative and the current falls. If T₀ < Tm, the current has one maximum, and it lies at Tm. If T₀ ≥ Tm, the current falls throughout the heating: its largest value is the initial one, and (14) does not describe it.

Both sides of (14) are temperature intervals. The left side is the warming during one relaxation time. The right side is the local temperature scale of τ, since a small rise δ changes ln τ by −δE/(kT²). Well below the peak, τ is long, and the warming during a time equal to the local value of τ would span many such scales: the rate increases faster than the polarization is used up. Well above the peak, the polarization is lost before the rate can change much. The maximum is where the two relative changes cancel.

No step assumed that E is much larger than kT. A case with E = 0.10 eV, τ₀ = 1 s and β = 0.10 K/s tests this. Its numerically located maximum is at 199.0 K, where E/(kT) is about 5.8, and both sides of (14) are 34.11 K.

**5. Where the peak lies and how it moves**

Let x_m = E/(kTm). Then kTm²/E = E/(kx_m²), and (14) becomes βτ₀ exp(x_m) = E/(kx_m²), or

x_m² exp(x_m) = E/(kβτ₀) ≡ A. (17)

Taking the positive square root and halving gives (x_m/2) exp(x_m/2) = √A/2. The principal Lambert function W is defined for positive argument by W(z) exp W(z) = z with W > 0. Consequently

x_m = 2W(√A/2), Tm = E/(kx_m). (18)

The amount of polarization P₀ does not enter. Doubling the poling field, in the linear regime, doubles the current at every temperature and leaves the peak in place.

For the effect of the heating rate, take the logarithm of (17):

x_m + 2 ln x_m = ln[E/(kτ₀)] − ln β. (19)

At fixed E and τ₀, differentiation gives (x_m + 2) d ln x_m = −d ln β. Since x_m is proportional to 1/Tm, d ln x_m = −d ln Tm, and

d ln Tm/d ln β = 1/(x_m + 2). (20)

Faster heating moves the peak upward, but weakly when x_m is large.

**6. Height and shape of the peak**

For a cold start the contribution of (11) at T₀ is negligible. The exponent in (9) at the peak then has the magnitude

Q = A E₂(x_m)/x_m = x_m exp(x_m) E₂(x_m), (21)

where (17) replaced A. To estimate Q, use E₂(x)/x = ∫ₓ^∞ e^{−u}u⁻² du and integrate by parts twice:

∫ₓ^∞ e^{−u}u⁻² du = e^{−x}(x⁻² − 2x⁻³) + 6∫ₓ^∞ e^{−u}u⁻⁴ du. (22)

The last integral is positive and smaller than e^{−x}x⁻⁴, because u⁻⁴ < x⁻⁴ for u > x. Multiplication by x²eˣ gives

1 − 2/x_m < Q < 1 − 2/x_m + 6/x_m². (23)

The first integration by parts alone shows that Q < 1. The fraction P(Tm)/P₀ = exp(−Q) therefore exceeds 1/e and approaches it as x_m grows. The peak current follows from J = P/τ and (14):

J_m = P(Tm)/τ(Tm) = P(Tm)Eβ/(kTm²). (24)

For large x_m the shape also becomes simple. Measure the distance from the peak by y = (T − Tm)E/(kTm²). At fixed y and to leading order in 1/x_m, 1/τ(T) = e^y/τ(Tm). The integral of 1/(βτ) from Tm to T is then [kTm²/(Eβτ(Tm))](e^y − 1), and by (14) its prefactor is one. Hence

J/J_m ≈ exp(1 + y − e^y). (25)

On the cold side, e^y becomes small and the current follows the exponential growth of the rate. On the hot side, −e^y takes over and the fall is much steeper. Setting (25) equal to one half gives y ≈ −1.46 and y ≈ 0.99. At this order the full width at half height is about 2.45kTm²/E.

**7. A worked example**

Take a model dielectric with E = 0.60 eV, τ₀ = 1.0 × 10⁻¹³ s and a relaxation strength Δε = 2.0 independent of temperature. It is poled at 220 K for 600 s in a field of 1.0 × 10⁶ V/m. At that temperature τ = 5.56 s, so the poling lasts 108 relaxation times and P reaches its equilibrium value

P₀ = ε₀ΔεF = 1.771 × 10⁻⁵ C/m². (26)

The sample is cooled to T₀ = 120 K with the field on. Because Δε is constant, P is already at equilibrium at each temperature and does not change. This is a simplification: for the two-site dipoles of section 2 in a weak field, Δε is proportional to 1/T, and P would grow during cooling until it freezes. That would change P₀ but not the peak temperature. At 120 K, τ = 1.58 × 10¹² s. When the field is removed and the electrodes are joined, the fast part of D disappears at once, while P remains. The fast discharge is not part of the current studied here.

Heating starts at β = 0.10 K/s. With E/k = 6962.7 K, (17) gives

A = 6962.7 K/(0.10 K/s × 1.0 × 10⁻¹³ s) = 6.963 × 10¹⁷. (27)

The solution is x_m = 34.030. As a check, ln A = 41.0845 and 2 ln 34.030 = 7.0545, whose difference is 34.0300, as (19) requires. The peak temperature is

Tm = 6962.7 K/34.030 = 204.6 K. (28)

Locating the maximum numerically, without the peak condition, gives the same temperature. There τ = 60.125 s, and the two sides of (14) are

βτ = 0.10 K/s × 60.125 s = 6.01 K,
kTm²/E = (204.605 K)²/(6962.7 K) = 6.01 K. (29)

The cold-start approximation can be checked directly. Since 1/τ increases with temperature, the omitted integral from 0 to T₀ is less than T₀/τ(T₀). Divided by β, this is about 8 × 10⁻¹⁰, negligible beside Q = 0.946. The bounds in (23) are 0.941 and 0.946 to three digits, with Q just below the upper one. The remaining fraction is exp(−0.946) = 0.388, compared with 1/e = 0.368. Thus

J_m = 0.3883 × 1.771 × 10⁻⁵ C/m² / 60.125 s = 1.144 × 10⁻⁷ A/m². (30)

For electrodes of area 1.0 × 10⁻⁴ m² the peak current is 11.4 pA.

The curve is visibly asymmetric. At 190 K, 14.6 K below the peak, the current is 18 % of its maximum; at 215 K, 10.4 K above it, only 6 % remains. Equation (25) reproduces this form approximately: it gives 22 % at 190 K and 5.5 % at 215 K. At 210 K, y = 5.395/6.0125 = 0.897, and (25) gives J/J_m = 0.574; the full expression (9) gives 6.500/11.438 = 0.568. The predicted full width at half height is 2.45 × 6.01 K, or about 14.7 K; the full expression (9) gives 14.1 K, so the leading-order estimate is about 4 % too large.

The cold flank gives a first estimate of E. Far below the peak P is nearly P₀, so J is nearly P₀/τ, and the slope of ln J against 1/T is nearly −E/k. Since d(1/T) = −dT/T², multiplying (13) by −T² gives the apparent energy

E_app = −k d ln J/d(1/T) = E[1 − kT²/(Eβτ)]. (31)

The depletion of P makes E_app too small. Between 170 and 180 K the current rises from 2.887 × 10⁻¹⁰ to 2.792 × 10⁻⁹ A/m², which gives 0.598 eV. Between 180 and 190 K the same procedure gives 0.584 eV, already 2.6 % below the true value. At the peak the bracket in (31) is zero, which is (14) again.

Two heating rates avoid this restriction to the cold flank. Insert (5) into (14), divide by β and by τ₀, and take logarithms:

ln(Tm²/β) = E/(kTm) + ln(Eτ₀/k), (32)

where the logarithms are understood with fixed units. For two runs on the same sample the last term cancels:

E = k[ln(β₂/β₁) − 2 ln(Tm₂/Tm₁)]/(1/Tm₁ − 1/Tm₂). (33)

With β₂ = 0.50 K/s the second peak lies at 214.159 K. The bracket is 1.609 − 0.091 = 1.518, and the denominator is 2.180 × 10⁻⁴ K⁻¹. Their ratio is 6963 K, so E = 0.600 eV. Omitting the squared temperatures would leave 1.609 in the numerator and give 0.636 eV, an error of 6 % relative to the true value.

The shift itself agrees with (20). Its local value at the first peak is 1/36.03 = 0.02775. Holding this slope constant over a fivefold increase of β would put the second peak at 213.95 K. The actual value, 214.16 K, is slightly higher, because x_m falls as the peak moves upward and the slope 1/(x_m + 2) grows.

Since the peaks differ by 9.55 K, an error of 0.1 K in their separation changes E by about 1 %. The prefactor is more sensitive. From (14), ln τ₀ = ln[kTm²/(Eβ)] − E/(kTm), so at fixed Tm and β a small relative error δE/E changes ln τ₀ by −(1 + x_m)δE/E. An error of 1 % in E thus changes ln τ₀ by 0.35, and τ₀ itself by a factor of about 1.4.

**8. Changes of the assumptions**

Linear heating is not essential to the local condition. For any smooth, rising T(t), (6) gives ln J = ln P − ln τ and d ln P/dt = −1/τ. Hence

d ln J/dt = −(dT/dt)(d ln τ/dT) − 1/τ. (34)

At an interior maximum this vanishes, so that

(dT/dt)τ = 1/(−d ln τ/dT). (35)

For the Arrhenius law (5) the right side is kT²/E. The heating rate in the condition is the instantaneous rate at the peak. The uniqueness proof, however, used constant β and does not carry over to every heating program. In a test with T = 120 K + (0.05 K/s)t + (4.0 × 10⁻⁵ K/s²)t², the peak is at 206.0 K. The rate there is 0.1275 K/s, and it satisfies the condition. The mean rate up to the peak is 0.0888 K/s; using it would make the left side 30 % smaller than kT²/E.

The form of τ does matter. Suppose τ = (C/T) exp(E/kT) with constant C. Then −d ln τ/dT = 1/T + E/(kT²) = (E + kT)/(kT²), and (35) becomes

βτ(Tm) = kTm²/(E + kTm). (36)

Relative to kTm²/E the product is reduced by the factor E/(E + kTm). Take C/T = τ₀(200 K/T) and the other parameters of the example. The peak moves only to 204.64 K, because two small shifts nearly cancel: the prefactor at the peak is about 2 % below τ₀, which lowers the peak by 0.13 K, while its decrease with temperature raises the peak by 0.16 K. The factor E/(E + kTm), however, is 0.971. The simple identity would then overestimate τ at the peak by about 3 %. The two-rate formula (33) also assumes a constant prefactor; applied to this case it returns roughly E + kTm, about 0.62 eV, some 3 % too high.

A spread of relaxation times changes the condition itself. Let independent Debye processes contribute currents J_i, each with its own E_i and τ_i. Equation (13) holds for each, so dJ_i/dT = J_i[E_i/(kT²) − 1/(βτ_i)]. Summing over i and setting the result to zero at the maximum of the total current gives

⟨E⟩/(kTm²) = ⟨1/τ⟩/β, (37)

where the averages are weighted by the currents J_i at Tm. A single peak then yields a relation between averages, not the relaxation time of one process. Mobile charge inside the dielectric breaks the argument earlier: the local field need not vanish in short circuit, and the current need not be P/τ. The peak condition (14) can be applied when the current comes from one Debye process whose relaxation time follows (5) with a constant prefactor, when heating starts below the peak, and when Tm and β are the temperature and the instantaneous heating rate of a uniformly heated sample itself, not of a thermometer that lags behind it. The values for all four tested sets of parameters and for eight points of the curve are in the numerical output below.

Table of computed values

```
activation energy E = 0.60 eV
prefactor tau0 = 1.0e-13 s
heating rate beta = 0.10 K/s
start temperature T0 = 120 K
relaxation strength delta_eps = 2.0 (dimensionless)
poling field = 1.0e+06 V/m
poling temperature = 220 K, time = 600 s
electrode area = 1.0e-04 m^2
Boltzmann constant k = 8.617333e-05 eV/K
E/k = 6962.71 K
tau at poling temperature = 5.557 s
unsaturated fraction after poling = 1.3e-47
tau at T0 = 1.581e+12 s
frozen polarization P0 = 1.7708e-05 C/m^2
E/(k beta tau0) = 6.9627e+17 (dimensionless)
x_m from Lambert function = 34.0300
peak temperature Tm, numerical = 204.605 K
peak temperature Tm, closed = 204.605 K
tau at peak = 60.125 s
beta*tau at peak = 6.0125 K
k*Tm^2/E = 6.0125 K
decay exponent at peak = 0.94588
1 - 2/x_m = 0.94123
P(Tm)/P0 = 0.38834; 1/e = 0.36788
peak current density = 1.1438e-07 A/m^2
peak current = 11.438 pA
released charge / (P0*area) = 1.00000000
curve: T (K), tau (s), P/P0, J (A/m^2)
  170.00  6.1299e+04  0.99935  2.8870e-10
  180.00  6.2988e+03  0.99299  2.7917e-09
  190.00  8.2241e+02  0.94190  2.0281e-08
  200.00  1.3162e+02  0.66144  8.8989e-08
  204.60  6.0125e+01  0.38834  1.1438e-07
  210.00  2.5082e+01  0.09207  6.5003e-08
  215.00  1.1601e+01  0.00452  6.9046e-09
  220.00  5.5571e+00  0.00001  2.4273e-11
d ln Tm/d ln beta, numerical = 0.02775
1/(x_m + 2) = 0.02775
peak at beta = 0.50 K/s: Tm = 214.159 K
E from the two peaks = 0.60000 eV
cases: E (eV), tau0 (s), beta (K/s), Tm (K), beta*tau (K), kT^2/E (K)
  0.60  1e-13  0.10  204.605  6.0125  6.0125
  0.30  1e-10  0.02  122.582  4.3162  4.3162
  1.00  1e-14  0.50  329.972  9.3827  9.3827
  0.10  1e+00  0.10  198.969  34.1149  34.1149
curved heating: initial rate = 0.05 K/s, t^2 coefficient = 4.0e-05 K/s^2
curved heating: peak at 205.994 K, rate there 0.1275 K/s
  mean rate up to peak = 0.0888 K/s
  rate*tau*E/(kT^2): instantaneous 1.00000, mean 0.69606
prefactor tau0*(200 K)/T: peak at 204.639 K
  beta*tau*E/(kT^2) = 0.97145
  E/(E + kT) = 0.97145
```
